# Saturation Density of Two-Dimensional Islands: Two Derivations of the Scaling Law

## A case simple enough to see through

Atoms land on a flat surface at a rate $F$ per site, diffuse, and form an immovable island whenever two of them meet. None evaporates. Densities are counted per adsorption site, and the diffusion coefficient $D$ is in site areas per unit time. Let $n_1$ be the density of single atoms (adatoms) and $N$ that of islands.

Islands capture adatoms at the rate $\sigma D n_1N$, where the dimensionless capture number $\sigma$ is taken as constant. Soon after the start, nearly every arriving atom is captured by an island, so

$$F=\sigma Dn_1N,\qquad n_1=\frac{F}{\sigma DN}.$$

Two adatoms form an island at the rate $sDn_1^2$, with another capture number $s$. With the coverage $\theta=Ft$ as clock and $R=D/F$,

$$\frac{dN}{d\theta}=sRn_1^2=\frac{s}{\sigma^2RN^2}
\quad\Rightarrow\quad N^3=\frac{3s\theta}{\sigma^2R}.$$

The last step multiplies by $3N^2$ and integrates from $N=0$. Existing islands starve the adatom gas, and the gas makes new islands. This feedback gives $N\propto(F/D)^{1/3}$ at fixed coverage.

The density has not saturated, however: it keeps growing as $\theta^{1/3}$. In the averaged equations below, with constant $\sigma$, a maximum at partial coverage needs two effects together: islands merge, and the free area that collects adatoms shrinks. (A capture number that grows with coverage can take the place of the second effect.) Both are included for a general critical size.

## The result and its setting

The critical size $i\ge1$ is the number of atoms in the largest cluster that can still dissolve; clusters of $i+1$ atoms or more are stable. $N$ counts stable islands. The result is

$$N_{\max}\propto (sC_i)^{1/(i+2)}\left(\frac FD\right)^{i/(i+2)},$$

at fixed temperature, where $C_i$ describes the equilibrium of small clusters.

To find $C_i$, consider a dilute lattice gas. A cluster of $j$ atoms with binding energy $E_j$ has weight $z^je^{E_j/kT}$, where $z$ is the weight of one adatom. To leading order $n_1=z$. If there are $m_j$ shapes and orientations per site with this energy, then

$$n_j=C_jn_1^j,\qquad C_j=m_je^{E_j/kT}.$$

Define $K_j=C_j/C_{j-1}$ with $C_1=1$, so that $n_j=K_jn_1n_{j-1}$. Growth from $j-1$ to $j$ has the rate $sDn_1n_{j-1}$. In equilibrium, dissociation must balance it, which fixes the dissociation rate per cluster at $sD/K_j$. The competing growth rate per cluster is $sDn_1$, and growth divided by dissociation is $K_jn_1$. Equilibrium up to size $i$ and stability of the next size are therefore ensured if

$$K_jn_1\ll1\quad(2\le j\le i),\qquad K_{i+1}n_1\gg1 .$$

For $i=1$ the first condition is empty. Larger clusters must be stable too.

Complete condensation is also a condition. If an adatom would evaporate after a mean time $\tau$, capture must come first: $\sigma DN\tau\gg1$.

## First derivation: averaged rate equations

**Adatoms.** Let $Z$ be the covered fraction. Atoms that land on an island are assumed to reach its edge and join it, so the free surface receives $1-Z$ atoms per site and unit coverage. Then

$$\frac{dn_1}{d\theta}=(1-Z)-R\sigma n_1N-(\text{atoms entering small clusters}).$$

After a short initial transient, the left side is of order $n_1/\theta$, negligible when $n_1\ll\theta$. Small clusters store few atoms because $K_jn_1\ll1$. The formation of stable nuclei uses $(i+1)$ atoms each, at most of order $N/\theta$ per unit coverage, which is also small. Hence

$$n_1=\frac{1-Z}{R\sigma N}.$$

Since almost all deposited atoms are in islands, $Z\simeq\theta$.

**Merging.** Place $N$ discs of radius $r$ at random on each unit of area. Two discs touch when their centres are $2r$ apart. If $r$ grows by $dr$, the area in which a partner's centre causes a new contact is $d[\pi(2r)^2]=8\pi r\,dr$. Counting each pair once gives

$$\tfrac12N^2\,8\pi r\,dr=4\pi rN^2dr$$

contacts. The coverage grows by $dZ=2\pi rN\,dr$, so the number of contacts is $2N\,dZ$. Each contact removes one island, to leading order in coverage. A count of connected groups of random discs at coverage 0.01 gave 1.97 for the factor 2.

Real islands differ in size, and they are not placed at random, because nucleation is rare close to an existing island. The loss term $2N$ used below is therefore a model, extended to coverages of 0.15 to 0.25.

**Islands.** The nucleation rate per unit coverage is taken as $Rsn_1n_i=RsC_in_1^{i+1}$, with the mean density $n_1$. That the adatoms are confined to the free area is neglected; including it would multiply the rate by a function of $\theta$, which changes the prefactor but not the exponent. Inserting $n_1$ gives

$$\frac{dN}{d\theta}=RsC_i\frac{(1-\theta)^{i+1}}{(R\sigma N)^{i+1}}-2N
=B\frac{(1-\theta)^{i+1}}{N^{i+1}}-2N,$$

$$B=\frac{sC_i}{\sigma^{i+1}R^i}.$$

One power of $R$ from the encounter rate has cancelled one of the $i+1$ powers in the denominator.

Now set $y=N^{i+2}$. Since $y'=(i+2)N^{i+1}N'$,

$$y'=(i+2)\left[B(1-\theta)^{i+1}-2y\right].$$

This equation is linear. Multiplying by $e^{2(i+2)\theta}$ turns the terms in $y$ into a total derivative:

$$\frac{d}{d\theta}\left[e^{2(i+2)\theta}y\right]=(i+2)B(1-\theta)^{i+1}e^{2(i+2)\theta}.$$

With $y(0)=0$,

$$y=B(i+2)\int_0^\theta(1-x)^{i+1}e^{-2(i+2)(\theta-x)}\,dx .$$

The integral does not contain $R$. At small coverage it is $\theta$, giving $N^{i+2}=(i+2)B\theta$, the generalization of the opening example.

**The maximum.** Initially $y'>0$, while at $\theta=1$ we have $y'=-2(i+2)y<0$, so $y'$ vanishes in between, at some $\theta_m$. There

$$y''=-(i+2)(i+1)B(1-\theta_m)^i<0,$$

so every stationary point is a maximum, and there can be only one. Setting $y'=0$ gives $y=B(1-\theta_m)^{i+1}/2$, and therefore

$$N_{\max}=\left[\frac{g_isC_i}{\sigma^{i+1}}\right]^{1/(i+2)}
\left(\frac FD\right)^{i/(i+2)},\qquad
g_i=\frac{(1-\theta_m)^{i+1}}2 .$$

For $i=1$ the solution is explicit. With $u=1-\theta$, the polynomial $p=u^2/2+u/6+1/36$ obeys $dp/d\theta=-(u+1/6)=3(u^2-2p)$, and it equals $25/36$ at $\theta=0$. Thus

$$\frac yB=\frac{u^2}2+\frac u6+\frac1{36}-\frac{25}{36}e^{-6\theta}.$$

The derivative vanishes when $(1-\theta_m)+1/6=(25/6)e^{-6\theta_m}$. This gives $\theta_m=0.253$ and $g_1=0.747^2/2=0.279$.

If $\sigma$ varies with coverage, $B$ is multiplied by a function of $\theta$. The equation for $y$ remains linear with a source proportional to $R^{-i}$, so the exponent survives, while the prefactor and the coverage $\theta_m$ of the maximum change.

**What the integrations show.** The equations for adatoms, each size of small cluster and the total density of stable islands were integrated with explicit dissociation, without assuming steady adatoms or cluster equilibrium. Between $R=10^7$ and $10^9$ the exponents were 0.333, 0.500 and 0.601 for $i=1,2,3$, against $1/3$, $1/2$ and $3/5$. The maxima at $R=10^9$ agreed with the formula within the tested 2 percent. Letting $\sigma$ grow as $10(1+4Z)$ lowered the maxima by 13 to 19 percent but moved the exponents by less than 0.005. These integrations share the averaged capture and merging terms with the derivation, so they do not test those terms.

## Second derivation: rescaling the diffusion field

The same power follows without an average adatom density, a capture number for islands, or a law for random merging. Take the side of a square with the area of one site as unit of length, and let $\rho(\mathbf x,\theta)$ be the local adatom density. On the terraces and on top of the islands,

$$\frac{\partial\rho}{\partial\theta}=R\nabla^2\rho+1,\qquad \rho=0\ \text{at island edges}.$$

The edges absorb every atom that reaches them, from either side. Each atom adds one site area, so the area of an island grows, per unit coverage, by $R$ times the density gradients on the two sides of its edge, each taken in the direction away from the edge, added and integrated along the edge. Captured atoms are assumed to spread along the edge fast enough to keep every island round, also after a merger. Without this relaxation, protruding parts of an edge would catch more atoms and grow ahead, and the width of the resulting branches would bring in a further length. Stable islands appear on the free terrace at the local rate $RsC_i\rho^{i+1}$; none form on top of islands.

Measure lengths in a unit $\lambda$, still to be chosen, and scale the density to match:

$$\mathbf x=\lambda\mathbf X,\qquad \rho=\frac{\lambda^2}{R}\,\varphi .$$

The three parts of the problem transform as follows.

1. **Diffusion.** $R\nabla^2\rho=R\,\lambda^{-2}(\lambda^2/R)\nabla_X^2\varphi=\nabla_X^2\varphi$, so
$$\frac{\lambda^2}{R}\frac{\partial\varphi}{\partial\theta}=\nabla_X^2\varphi+1 .$$
2. **Island growth.** $R$ times a gradient of $\rho$ is $\lambda$ times a gradient of $\varphi$, and the integral along the edge gives another factor $\lambda$. Dividing by $\lambda^2$ gives the growth of the scaled area, which contains no $R$. The condition that islands are round contains no length either.
3. **Nucleation.** A unit of scaled area contains $\lambda^2$ sites, so its rate is
$$\lambda^2RsC_i\left(\frac{\lambda^2}{R}\right)^{i+1}\varphi^{i+1}
=\frac{sC_i\lambda^{2(i+2)}}{R^i}\,\varphi^{i+1}.$$

Choose $\lambda$ so that the last prefactor is one:

$$\lambda^2=\left(\frac{R^i}{sC_i}\right)^{1/(i+2)} .$$

The remaining coefficient $\lambda^2/R$ is proportional to $R^{-2/(i+2)}$ and vanishes for large $R$: the field becomes steady. One more quantity could carry $R$, the scaled radius $\epsilon=r_0/\lambda$ of a newborn island of radius $r_0$.

A small disc of scaled radius $r$, with $\varphi\approx\varphi_0$ at a distance of order one, has the steady profile $\varphi=\varphi_0\ln(X/r)/\ln(1/r)$ around it. Its gradient at the edge is $\varphi_0/[r\ln(1/r)]$. Deposition on the surrounding terrace changes this by a factor of order one, which does not matter for the argument and is left out. Atoms landing on the disc itself add only $r/2$ to $dr/d\theta$, which is negligible for small $r$. Hence $dr/d\theta=\varphi_0/[r\ln(1/r)]$, and for nearly constant $\varphi_0$

$$\varphi_0\,\theta_{\rm age}=\int_\epsilon^r r'\ln\frac1{r'}\,dr'
=\left[\frac{r'^2}2\ln\frac1{r'}+\frac{r'^2}4\right]_\epsilon^r ,$$

where $\theta_{\rm age}$ is the coverage deposited since the island's birth. The lower limit contributes nothing as $\epsilon\to0$. A growing island forgets its initial size.

In the limit of large $R$, and with $s$ constant, the scaled problem thus contains $i$ and no other parameter. Averaged over a large surface, its island density is a function $\nu_i(\theta)$, and

$$N=\frac{\nu_i(\theta)}{\lambda^2},\qquad
N_{\max}=\nu_{i,\max}\,(sC_i)^{1/(i+2)}\left(\frac FD\right)^{i/(i+2)} .$$

This is the same law. The argument does not supply the number $\nu_{i,\max}$; in the first derivation its place is taken by $(g_i/\sigma^{i+1})^{1/(i+2)}$.

## What each derivation assumes

Both need complete condensation, immobile clusters, no nucleation at defects or on top of islands, one critical size, equilibrium among small clusters, and an encounter rate given by a product of densities with constant $s$. The first replaces the field by its mean, gives all islands one capture number, and treats contacts as random. In return it yields a number and a full curve $N(\theta)$. The second keeps depletion around islands and the geometry of merging, but it requires islands that stay compact and edges that absorb perfectly.

Perfect absorption can fail. Suppose attachment is slow, with edge condition $\partial\rho/\partial q=\rho/\ell$, where $q$ is the normal coordinate pointing away from the edge and $\ell\gg\lambda$. The density on the terrace is then nearly uniform. An island of radius $r$ takes up adatoms from the terrace at the rate

$$2\pi r\,R\,\frac{\rho}{\ell}$$

per unit coverage. Comparing this with $R\sigma\rho$ gives the capture number $\sigma=2\pi r/\ell$, which grows with the island. New islands capture little, so the adatom density stays higher than with perfect absorption, and many more islands form. The constant $\sigma$ of the first derivation excludes this, and in the second the ratio $\ell/\lambda$ enters as a further parameter. The exponent $i/(i+2)$ therefore no longer follows from either.

A milder failure occurs for point islands, which capture atoms but never grow in size. Their scaled radius stays at $\epsilon$, so their capture number is proportional to $1/\ln(1/\epsilon)$ and falls slowly as $R$ rises. Since $N\propto\sigma^{-(i+1)/(i+2)}$, the density drops less than the power law says, if $s$ is held fixed. For $i=1$ it is not fixed: an adatom is also a point-like target in two dimensions, so $s$ falls logarithmically as well, which partly offsets the fall of $\sigma$. Because this concerns the meeting of two adatoms, a logarithmic correction to the $i=1$ law is to be expected for growing islands too.

A Monte Carlo simulation of irreversible point islands at coverage 0.1 gave $N=0.00992$ at $R=10^5$ and $0.00267$ at $R=10^7$. The exponent is $\ln(0.00992/0.00267)/\ln100=0.285$, below $1/3$ by 0.048. On $200\times200$ sites these are about 397 and 107 islands from one run each. Seven runs at each $R$ give a mean exponent of 0.30, with a scatter of about 0.01 for a single pair of runs. Between the two values of $R$, $\sigma$ falls from about 1.9 to 1.5 and $s$ from about 1.8 to 1.4. The logarithm is not the main cause of the shortfall: rate equations with constant $s$ and $\sigma$ already give 0.31 over this range, because at $R=10^5$ a fifth of the deposited atoms have gone into new nuclei, and inserting the measured $s$ and $\sigma$ brings this to 0.30. This simulation has no merging and says nothing about the maximum.

## A triangular lattice with critical size two

On a triangular lattice a dimer has one bond, while each atom of a compact trimer has two. This makes $i=2$ natural. Take round model parameters: diffusion barrier $E_d=0.60$ eV, bond energy $E_b=0.35$ eV, total hop rate $h=10^{13}e^{-E_d/kT}$ s$^{-1}$, lattice spacing $a=0.4$ nm, $T=500$ K, $F=0.01$ monolayer/s, $\sigma=10$ and $s=3$.

Diffusion in the plane gives $ha^2/4$. Dividing by the site area $\sqrt3a^2/2$ yields $D=h/(2\sqrt3)=2.59\times10^6$ site areas per second, so $R=2.59\times10^8$. There are three dimer orientations and two triangles per site:

$$K_2=C_2=3e^{E_b/kT}=1.01\times10^4,\qquad
K_3=\tfrac23e^{2E_b/kT}=7.58\times10^6 .$$

With $g_2=0.271$ and $\theta_m=0.185$,

$$N_{\max}=\left[\frac{0.271\times3\times1.01\times10^4}{10^3\,(2.59\times10^8)^2}\right]^{1/4}
\approx1.05\times10^{-4}\ \text{per site},$$

or about 760 islands per µm², a typical spacing of 36 nm. This absolute value depends on the chosen constant $\sigma$: since $N_{\max}\propto\sigma^{-3/4}$, half the capture number would give 1.7 times as many islands. The coverage of the maximum is more sensitive still. For a round island in a circular cell, $\sigma=4\pi(1-Z)/[-\ln Z-(1-Z)(3-Z)/2]$ rises from 4 at $Z=0.01$ to 19 at $Z=0.185$; with it the maximum moves to $\theta\approx0.035$ and $N_{\max}$ is 1.6 times larger. With $\sigma=10$ the adatom density at the maximum is

$$n_1=\frac{1-0.185}{2.59\times10^8\times10\times1.05\times10^{-4}}
\approx3.0\times10^{-6}.$$

Thus $K_2n_1=0.03$ and $K_3n_1=23$: dimers usually dissolve and trimers usually survive, as assumed. These are values at the maximum; in the short initial transient $K_2n_1$ reaches about 0.3.

Integrating the equations with trimers also allowed to dissolve gives $1.03\times10^{-4}$, lower than the formula by 1.9 percent. The size of this shift can be estimated. Loss of dimers by growth reduces their density by the factor $1/(1+0.03)=0.97$, and a trimer grows before dissolving with probability $23/24=0.96$. Nucleation is reduced to 0.93, and since $N^4$ is proportional to it, $N$ falls to $0.93^{1/4}=0.98$ of its value.

If the dimer bond were so strong that dimers survived, the law would change. With $K_2=10^{12}$ and stable trimers, the integrations between $R=10^7$ and $10^9$ gave the exponent 0.333 instead of $1/2$.

**Flux and temperature.** Raising $F$ from 0.003 to 0.03 monolayer/s at 500 K gave the exponent 0.500. The close agreement comes from two small deviations that cancel: with stable trimers the exponent is 0.495, and dissolving trimers raise it again. In the decade of flux below this range it is 0.512, in the decade above 0.487. Temperature acts differently, because it changes $C_i$ as well as $D$. With constant prefactors,

$$N_{\max}\propto\left(C_iD^{-i}\right)^{1/(i+2)}
\propto\exp\left[\frac{iE_d+E_i}{(i+2)kT}\right].$$

Here the energy is $(2\times0.60+0.35)/4=0.39$ eV, and the integrations between 490 and 510 K also gave 0.39 eV. Inserting $D(T)$ alone into $(F/D)^{1/2}$ would give 0.30 eV. A variation of flux at fixed temperature gives the exponent without knowledge of these energies. To read $i$ from it through $i/(i+2)$, the critical size must stay the same over the range of flux, and the other assumptions must hold as well, among them complete condensation and edges that absorb well. The numerical output lists the main values used here.

## Computed results

```
Random discs: lost fraction / coverage = 1.968
Capture numbers: islands 10, small 3
Hierarchy, K_j = 10, D/F from 1e7 to 1e9:
 i=1: exponent 0.3325, i/(i+2) = 0.3333
  theta_m = 0.2529, g_i = 0.2791
  N_max at 1e9: 2.0284e-04, formula 2.0306e-04 per site
  S = 10(1+4Z): exponent 0.3319, N_max ratio 0.810
 i=2: exponent 0.4999, i/(i+2) = 0.5000
  theta_m = 0.1849, g_i = 0.2708
  N_max at 1e9: 9.4940e-06, formula 9.4936e-06 per site
  S = 10(1+4Z): exponent 0.5001, N_max ratio 0.843
 i=3: exponent 0.6006, i/(i+2) = 0.6000
  theta_m = 0.1458, g_i = 0.2662
  N_max at 1e9: 1.5166e-06, formula 1.5151e-06 per site
  S = 10(1+4Z): exponent 0.6026, N_max ratio 0.869
Dimer made stable (K_2 = 1e12): exponent 0.3328
Monte Carlo, i = 1, 200 x 200 sites, coverage 0.1:
 N = 0.00992 at D/F=1e5, 0.00267 at 1e7 per site
 exponent 0.285
Worked example, triangular lattice, i = 2:
 barrier 0.60 eV, bond 0.35 eV
 attempt frequency 1.0e+13 1/s, spacing 0.4 nm
 T = 500 K, F = 0.010 monolayer/s
 kT = 0.04309 eV, site area = 0.1386 nm^2
 D = 2.5863e+06 site areas/s, D/F = 2.5863e+08
 K_2 = C_2 = 1.0115e+04, K_3 = 7.5788e+06
 N_max formula   = 1.0528e-04 per site
 N_max hierarchy = 1.0333e-04 per site
 N_max formula   = 759.8 per um^2
 island spacing N^(-1/2) = 36.3 nm
 n1 formula 2.9936e-06, hierarchy 3.0447e-06 per site
 K_2 n1 = 0.0303, K_3 n1 = 22.69
 F from 0.003 to 0.03 monolayer/s: exponent 0.4998
 Arrhenius energy 490-510 K: 0.3902 eV
 (2 E_d + E_b)/4 = 0.3875 eV
 diffusion part alone, E_d/2 = 0.3000 eV
```
